\section*{Zero-point energy change when hydrogen enters palladium}

\section*{Problem}

Hydrogen gas dissolves in palladium as separate atoms,
\[
\tfrac12\,\mathrm{H_2(gas)}\longrightarrow \mathrm{H(in\ Pd)} .
\]
An absorbed atom sits in an octahedral site, at the centre of six Pd neighbours, and has three vibrational modes of quantum $\hbar\omega=69$ meV. The harmonic vibrational quantum of the molecule, set by the curvature of its potential at the equilibrium bond length, is $\hbar\Omega=546$ meV. Ordinary hydrogen, of atomic mass $m$, is meant throughout. The change of electronic energy is a separate term and is not asked for.

\begin{enumerate}
\item[(a)] Find the harmonic zero-point energy of the free molecule. Show what translation and rotation contribute.
\item[(b)] Find the zero-point energy of the atom in its site.
\item[(c)] Derive the change of zero-point energy per absorbed atom and evaluate it. For which site quanta is it negative?
\item[(d)] Part (b) treats the metal as a rigid cage. Justify this in the limit of heavy metal atoms, and estimate what the motion and expansion of the real host add.
\item[(e)] Estimate the effects of anharmonicity and tunnelling.
\item[(f)] Compare the zero-point term with the thermal part of the absorption enthalpy at 300 K, and find the factor by which it multiplies the equilibrium constant.
\end{enumerate}

\section*{Solution}

\subsection*{(a) The molecule}

Let $\mathbf R=(\mathbf r_1+\mathbf r_2)/2$ and $\mathbf r=\mathbf r_1-\mathbf r_2$. The chain rule gives $\nabla_1=\frac12\nabla_R+\nabla_r$ and $\nabla_2=\frac12\nabla_R-\nabla_r$. The cross terms cancel in the sum of squares, so
\begin{equation}
-\frac{\hbar^2}{2m}\left(\nabla_1^2+\nabla_2^2\right)
=-\frac{\hbar^2}{2(2m)}\nabla_R^2-\frac{\hbar^2}{2\mu}\nabla_r^2,
\qquad \mu=\frac m2 .
\end{equation}
The first term is free motion of the whole molecule. In a cubic box of side $L$ its lowest state has wave number $\pi/L$ along each axis, and its energy is
\begin{equation}
E_{\rm trans}=3\,\frac{\hbar^2}{2(2m)}\frac{\pi^2}{L^2}=\frac{3h^2}{16mL^2}.
\end{equation}
Even for $L=1\ \mu$m this is $3\times10^{-7}$ meV, which is negligible here.

For the relative motion write $\psi=u(r)Y_{JM}/r$, with $u(0)=0$. Then
\begin{equation}
-\frac{\hbar^2}{2\mu}u''+\left[\frac{\hbar^2J(J+1)}{2\mu r^2}
+\frac12\mu\Omega^2(r-r_e)^2\right]u=Eu. \label{radial}
\end{equation}
The rotational term is zero at $J=0$, so rotation adds nothing to the ground level. Put $x=r-r_e$ and $\alpha=\mu\Omega/\hbar$, and try $u=e^{-\alpha x^2/2}$. Since $u''=(\alpha^2x^2-\alpha)u$,
\[
-\frac{\hbar^2}{2\mu}u''=-\frac12\mu\Omega^2x^2u+\frac12\hbar\Omega\,u .
\]
The quadratic terms cancel in (\ref{radial}), leaving
\begin{equation}
E_0(\mathrm{H_2})=\frac12\hbar\Omega=273\ \text{meV}.
\end{equation}
The trial function has no node, as a ground state requires, but it does not quite vanish at $r=0$. With a bond length of roughly $r_e=0.074$ nm, the rotational constant is $B=\hbar^2/(2\mu r_e^2)=7.57$ meV. The exponent at the origin is $\alpha r_e^2/2=\hbar\Omega/(4B)=18$, so $u(0)$ is about $10^{-8}$ of the maximum and the boundary condition has no visible effect.

\subsection*{(b) The atom in the metal}

Expand the potential to second order about the site centre. The constant term belongs to the electronic energy and is left out. The reflections $x\to-x$, $y\to-y$ and $z\to-z$ are each a symmetry of the site. Every linear term, and every product $xy$, $xz$ or $yz$, changes sign under one of them and must vanish. Rotations that exchange the cube axes make the three remaining curvatures equal. Hence
\begin{equation}
V=\frac12m\omega^2(x^2+y^2+z^2).
\end{equation}
The Hamiltonian is a sum of three independent oscillators, each with ground energy $\frac12\hbar\omega$ by the calculation in (a). Therefore
\begin{equation}
E_0(\mathrm{H\ in\ Pd})=\frac32\hbar\omega=103.5\ \text{meV}.
\end{equation}

The radial equation shows how this differs from the molecule. At $J=0$ the atom obeys the same kind of equation, but its well is centred at $r=0$, where $u$ must vanish. The even Gaussian is therefore excluded. With $\beta=m\omega/\hbar$, take $u=re^{-\beta r^2/2}$. Its derivatives are
\[
u'=(1-\beta r^2)e^{-\beta r^2/2},\qquad u''=(\beta^2r^2-3\beta)u,
\]
and the constant term gives $E=3\hbar^2\beta/(2m)=\frac32\hbar\omega$. In the molecule the minimum of the potential is a sphere of radius $r_e$, and one direction, across that sphere, is confined. In the site the minimum is a point, and all three directions are confined.

\subsection*{(c) The change per atom}

One molecule supplies two atoms, so half its zero-point energy belongs to each:
\begin{equation}
\Delta E_0=\frac32\hbar\omega-\frac12\left(\frac12\hbar\Omega\right)
=\frac32\hbar\omega-\frac14\hbar\Omega. \label{main}
\end{equation}
The numbers are
\begin{equation}
\Delta E_0=103.5-136.5=-33.0\ \text{meV per H atom},
\end{equation}
or $-3.18$ kJ per mole of H atoms. Per molecule absorbed the change is twice as large, $-66$ meV. The negative sign means that the zero-point term favours absorption.

This happens although more motions become confined. Two atoms have six degrees of freedom. In the gas these are three translations, two rotations and one vibration; in the metal all six are vibrations. The six soft quanta together carry $6\times34.5=207$ meV of zero-point energy, less than the 273 meV of the one stiff bond. From (\ref{main}), the change is negative when
\begin{equation}
\omega<\frac{\Omega}{6},\qquad\text{that is, } \hbar\omega<91\ \text{meV}.
\end{equation}
For a very soft site the change tends to $-136.5$ meV, the loss of the molecular share. For a site stiffer than 91 meV, with the same molecule, zero-point motion opposes absorption. An increase of 1 meV in the site quantum raises $\Delta E_0$ by 1.5 meV, while the same increase in the molecular quantum lowers it by 0.25 meV.

\subsection*{(d) Motion and expansion of the host}

\paragraph{Heavy-host limit.}
Consider a crystal with one H in every octahedral site. Springs of constant $k$ join each H to its six Pd neighbours and resist changes of length. Two of these springs lie along each cube axis, so in a rigid cage
\begin{equation}
m\omega^2=2k,\qquad k=\frac12m\omega^2=9.2\ \text{N/m}.
\end{equation}
For Pd mass $M$ and wave vector $\mathbf q$, the equations of motion in mass-weighted displacements have the matrix
\begin{equation}
D(\mathbf q)=\begin{pmatrix}A(\mathbf q)/M & -C(\mathbf q)/\sqrt{Mm}\\[2pt]
-C(\mathbf q)/\sqrt{Mm} & (2k/m)\,I\end{pmatrix},
\end{equation}
whose eigenvalues are squared frequencies. Here $A$ contains the forces on Pd when H is held still, and $C$ is diagonal with entries $2k\cos(q_ia/2)$, where $a$ is the lattice constant. As $M\to\infty$ at fixed springs, the coupling and the host frequencies tend to zero. Three modes at $\omega$ remain. The zero-point energy of the crystal with H, minus that without it, thus tends to $\frac32\hbar\omega$, which justifies (b) in this limit.

\paragraph{Finite host mass.}
Let springs $K$ join nearest Pd neighbours. In the longitudinal wave at the zone boundary along a cube axis, successive planes move oppositely. Eight of an atom's twelve neighbours then have relative displacement $2s$, where $s$ is the displacement of the atom. Each spring lies at $45^\circ$ to the motion and returns a force $K\times\frac12\times2s=Ks$ along it. Hence $M\omega_{\rm top}^2=8K$. A rough top phonon quantum of 28 meV gives $K=40$ N/m.

I diagonalized the $6\times6$ matrix numerically on a uniform mesh of 1728 wave vectors and averaged half the sum of the quanta. Pure Pd has 28.63 meV of zero-point energy per atom. With H, the lower three branches carry 29.49 meV and the upper three 103.77 meV. The energy added is
\begin{equation}
29.49+103.77-28.63\simeq104.6\ \text{meV},
\end{equation}
which is 1.1 meV above the rigid-cage value.

Both parts of this rise can be traced. At host frequencies the light H atom follows its neighbours almost without inertia. Two springs $k$ in series then act as an extra spring $k/2$ between Pd atoms on opposite sides of H, which stiffens the host. In the upper branches, second-order coupling raises $\omega^2$ by about
\begin{equation}
\frac{(2k\cos\theta)^2/(Mm)}{2k/m}=\frac{2k}{M}\cos^2\theta,
\qquad \theta=\frac{q_ia}{2}.
\end{equation}
Relative to $2k/m$ this is $(m/M)\cos^2\theta$. With $m/M=0.0095$ and a mean $\cos^2\theta$ of $\frac12$, the frequency rises by a fraction $m/(4M)$. That is about 0.25 meV in 103.5 meV, close to the 0.27 meV found numerically.

\paragraph{Expansion.}
The springs above were held fixed, but hydrogen expands the lattice. Suppose all host frequencies vary with volume as $V^{-\gamma}$. For $N$ Pd atoms, each with zero-point energy $E_{\rm host}$ and volume $v_{\rm Pd}$, one H atom adds a volume $v_{\rm H}$ and changes the total by
\begin{equation}
\Delta E_{\rm exp}=-\gamma\,\frac{v_{\rm H}}{Nv_{\rm Pd}}\,NE_{\rm host}
=-\gamma\,\frac{v_{\rm H}}{v_{\rm Pd}}\,E_{\rm host}.
\end{equation}
The factor $N$ cancels: each host atom changes very little, but all of them change. Rough values $\gamma=2.2$ and $v_{\rm H}/v_{\rm Pd}=0.19$ give
\begin{equation}
\Delta E_{\rm exp}=-2.2\times0.19\times28.63=-12\ \text{meV}.
\end{equation}
This is more than a third of the main result. The value $-33$ meV is therefore the change in the hydrogen modes, not a complete account of the crystal's zero-point energy. In the total energy the expansion term is offset. At zero pressure and zero temperature, pure Pd has the volume at which its electronic and zero-point energies together are least, so a small uniform expansion raises the first by as much as it lowers the second. This balance of energies holds only at zero temperature. At finite temperature it is the free energy that is stationary, as discussed in (f).

\subsection*{(e) Anharmonicity and tunnelling}

\paragraph{Molecule.}
A bond that can break is better described by the Morse potential $D_e(1-z)^2$, with $z=e^{-bx}$ and $x=r-r_e$. Equal curvature at the minimum requires $2D_eb^2=\mu\Omega^2$. Define
\begin{equation}
\epsilon=\frac{\hbar^2b^2}{2\mu}=\frac{(\hbar\Omega)^2}{4D_e}.
\end{equation}
Try $u=z^se^{-\lambda z}$. Because $dz/dx=-bz$,
\[
u'=b(\lambda z-s)u,\qquad
u''=b^2\left[\lambda^2z^2-\lambda(2s+1)z+s^2\right]u .
\]
In the radial equation at $J=0$, the coefficients of $z^2$ and $z$ must vanish:
\[
\epsilon\lambda^2=D_e,\qquad \epsilon\lambda(2s+1)=2D_e .
\]
Hence $s=\lambda-\frac12$ and $\lambda=\sqrt{D_e/\epsilon}=2D_e/(\hbar\Omega)$. The constant terms give
\begin{equation}
E_0=D_e-\epsilon\left(\lambda-\frac12\right)^2
=\epsilon\lambda-\frac{\epsilon}{4}
=\frac12\hbar\Omega-\frac{(\hbar\Omega)^2}{16D_e}.
\end{equation}
The wall at $r=0$ is again neglected. A rough depth $D_e=4.75$ eV lowers $E_0$ from 273.0 to 269.1 meV. Half of this loss belongs to each atom, so $\Delta E_0$ rises by 2.0 meV. The Morse form overstates the effect: the exact two-electron potential curve in a triple-zeta basis lowers $E_0$ by about 2.8 meV, or 1.4 meV per atom.

The same well shows why the kind of molecular quantum matters. A finite-difference solution of its radial equation puts the transition from the ground to the first excited vibrational level at 515 meV. Inserting that transition energy for $\hbar\Omega$ in (\ref{main}) would give $103.5-128.7\simeq-25$ meV, an error of 8 meV relative to the harmonic result. Half a transition energy is not the zero-point energy of an anharmonic bond.

\paragraph{Site.}
Now read 69 meV as the observed transition $E_{01}$ of an anharmonic site. Give each axis the extra potential $cq^4$, where $q=x\sqrt{m\omega_0/\hbar}$ and $\hbar\omega_0$ is the quantum without this term. The two lowest oscillator densities are proportional to $e^{-q^2}$ and $2q^2e^{-q^2}$. Gaussian moments give $\langle q^4\rangle_0=\frac34$ and $\langle q^4\rangle_1=\frac{15}{4}$. To first order in $c$,
\begin{align}
E_0&=\frac12\hbar\omega_0+\frac34c, &
E_{01}&=\hbar\omega_0+3c,
\end{align}
and elimination of $\omega_0$ yields $E_0=\frac12E_{01}-\frac34c$. For a chosen strength $c=2$ meV the three modes together lose 4.5 meV to first order. Diagonalization in 60 oscillator states per axis, with $\omega_0$ adjusted to hold $E_{01}$ at 69 meV, reduces the loss to 3.7 meV. The sign belongs to a well that stiffens outwards ($c>0$). Cubic symmetry also allows quartic terms in $x^2y^2$, $y^2z^2$ and $z^2x^2$, which couple the axes. They are left out here and can change the size of the loss appreciably. The chosen strength is also small for palladium. It gives a deuterium quantum of 47.8 meV, whereas the measured value in dilute Pd is about 46.5 meV. Matching both quanta with this well needs $c\approx7$ meV, beyond first order, and gives a loss of about 9 meV (7 to 11 meV for deuterium quanta of 47 to 46 meV).

\paragraph{Tunnelling.}
For a lattice constant of roughly 0.39 nm, neighbouring octahedral sites are $d=a/\sqrt2=0.276$ nm apart. Join them by the potential $\frac12V_0[1-\cos(2\pi x/d)]$. Its curvature at the minimum is $2\pi^2V_0/d^2$; setting this equal to $m\omega^2$ gives $V_0=m\omega^2d^2/(2\pi^2)=442$ meV. A plane-wave calculation of the lowest band gives a width of order $10^{-8}$ meV. The width depends very strongly on barrier and path, so this number belongs to the straight cosine path and is not a bound for palladium. In this model tunnelling does not affect the energy balance.

\subsection*{(f) Heat and equilibrium at 300 K}

At 300 K, $kT=25.85$ meV. An oscillator has mean excitation energy $\hbar\omega/(e^{\hbar\omega/kT}-1)$ above its ground level, so the absorbed atom holds
\begin{equation}
H_{\rm site}=\frac{3\hbar\omega}{e^{\hbar\omega/kT}-1}=15.4\ \text{meV}.
\end{equation}
The small pressure--volume term of the solid is neglected. An ideal-gas molecule has $\frac32kT$ of translational energy and $kT$ from $pV$. Its rotational energy is the thermal average of $BJ(J+1)$ with weights $g_J(2J+1)e^{-BJ(J+1)/kT}$, where nuclear spin gives $g_J=1$ for even and 3 for odd $J$. The sum is 23.5 meV. Vibrational excitation is negligible, so per H atom
\begin{equation}
H_{\rm gas}=\frac12\left(\frac52kT+23.5\ \text{meV}\right)=44.1\ \text{meV}.
\end{equation}
The thermal change of the hydrogen is about $-29$ meV, nearly as large as its zero-point change. Together they contribute about $-62$ meV to the absorption enthalpy, to which the electronic term and the change in the host's own vibrations must be added. With the softening assumed in (d), the thermal energy of the host rises by about 9 meV per H atom at 300 K. This cancels most of the $-12$ meV found there, because near the classical limit the mean energy of an oscillator hardly depends on its frequency. The electronic energy of the host does not stay at its zero-temperature offset. At 300 K the volume makes the free energy least, and in the same model the expansion raises the electronic energy by about 34 meV. The host's total energy then rises by about $34-12+9=31$ meV per H atom, while its free energy is unchanged to first order.

The two parts need care when quantum and classical treatments are compared. With $y=\hbar\omega/kT$, the full mean energy of one oscillator is
\begin{equation}
kT\left(\frac y2+\frac{y}{e^y-1}\right)=kT\left(1+\frac{y^2}{12}+\cdots\right),
\end{equation}
which tends to the classical $kT$ when $y$ is small. Zero-point energy must therefore not be added to a classical vibrational energy. Here $y=2.7$: the site holds $103.5+15.4=118.9$ meV, against the classical $3kT=77.6$ meV.

In the equilibrium constant, each partition function is a factor for the ground level times a sum over excitations. If the excitation energies are held fixed, the zero-point term contributes
\begin{equation}
e^{-\Delta E_0/kT}=e^{33.0/25.85}=3.6 .
\end{equation}
In the dilute limit, at fixed gas pressure and temperature, the dissolved amount is multiplied by the same factor. It compares equilibrium with and without the shift of ground levels; it is not the ratio of a quantum to a fully classical solubility.

\subsection*{The result beside real palladium}

Palladium serves in hydrogen-permeable membranes and sensors, where its hydrogen content matters directly. The measured heat of absorption at low content is roughly $-0.1$ eV per atom, so a zero-point term of $-33$ meV is a substantial part of the balance. The assumptions that move it most in these estimates are the unchanged host and the harmonic site. Expansion gives $-12$ meV, site anharmonicity $-3.7$ meV, molecular anharmonicity $+2.0$ meV, and host recoil with stiffening $+1.1$ meV. If these are simply added to $-33$ meV, the total is near $-46$ meV; with the site anharmonicity fitted to the deuterium quantum, about $-9$ meV, it is near $-51$ meV. That sum counts zero-point energy alone and is not a correction to the heat of absorption, because the expansion also changes the electronic and thermal energy of the host. These offset the term exactly at zero temperature, as in (d), and outweigh it at 300 K, as in (f). It is a guide to size, not a refined prediction: the inputs are rough, the quartic strength is chosen, and the recoil estimate applies to a fully loaded crystal. If 69 meV is an observed quantum, it already contains about 0.2 meV of recoil, which is about 0.3 meV of the zero-point energy of the three modes. The 69 meV quantum belongs to the dilute phase. At high content the expanded hydride has a lower quantum, interactions between H atoms also spread the site quanta, and a film held by its substrate cannot expand freely. For the stated harmonic hydrogen modes, the change remains $-33$ meV per atom.
